# Mirror Symmetry and the First-Order Flexural-Phonon Selection Rule in Sheets

A calculation of phonon-limited mobility in a two-dimensional channel must settle what to do with the flexural phonons. They are soft and heavily populated at room temperature, so even a small one-phonon coupling can matter. One can compute and interpolate these couplings, or set them to zero on grounds of symmetry. The same question returns when a code prints a small non-zero value: is it numerical noise, or a sign that the structure has lost a symmetry?

The answer is a selection rule. Let the equilibrium sheet be symmetric under the horizontal mirror $z\to -z$, and let a phonon be odd under that mirror. Then, to first order in the displacement, the phonon does not couple two electronic states with the same mirror eigenvalue. This holds within one band and between bands. "Flexural" must here mean mirror-odd; motion along $z$ alone is not enough.

## Setting and conventions

Let $S=\mathrm{diag}(1,1,-1)$, and let the mirror act on a spinless wavefunction as $(M\psi)(\mathbf r)=\psi(S\mathbf r)$. $M$ is unitary. An in-plane wavevector $\mathbf k$ is unchanged by $S$, so the equilibrium Hamiltonian $H_0$ and $M$ share eigenstates at each $\mathbf k$:

$$M|i\rangle=m_i|i\rangle,\qquad |m_i|=1 .$$

A non-degenerate state has this property automatically; in a degenerate space such states can be chosen. Without spin $M^2=1$, so $m=\pm1$.

Atom $\kappa$ in cell $\mathbf R$ is displaced by $\mathbf u_{\kappa\mathbf R}$. Its mirror image $\kappa'$ has the same in-plane coordinates and can be assigned to the same cell. The mirror image of a displacement pattern is therefore

$$(Mu)_{\kappa'\mathbf R}=S\,\mathbf u_{\kappa\mathbf R}.$$

The elastic energy of a pattern equals that of its mirror image, so the dynamical matrix $D(\mathbf q)$ commutes with this operation at every in-plane $\mathbf q$. Phonon modes can thus be chosen even, $Mu=u$, or odd, $Mu=-u$. A rigid shift along $z$ is odd, and rigid shifts along $x$ and $y$ are even. The flexural acoustic branch grows out of the $z$ shift and is odd. In a sheet one atom thick each atom is its own image, so odd means displacement purely along $z$.

For a mode with frequency $\omega$ and normalized eigenvector $\mathbf e_\kappa$, the zero-point pattern is

$$\mathbf u_{\kappa\mathbf R}=\sqrt{\frac{\hbar}{2m_\kappa\omega}}\;\mathbf e_\kappa\,e^{i\mathbf q\cdot\mathbf R},$$

where $m_\kappa$ is the atomic mass. Let $H[u]$ be the electronic Hamiltonian with displaced atoms. For real $u$ the first-order perturbation is

$$V[u]=\left.\frac{d}{ds}H[su]\right|_{s=0},$$

and for complex $u$ it is extended linearly, $V[u]=V[\mathrm{Re}\,u]+iV[\mathrm{Im}\,u]$. The coupling is $g=\langle f|V[u]|i\rangle$, with $i$ at $\mathbf k$ and $f$ at $\mathbf k+\mathbf q$. In a crystal of $N$ cells the amplitude is $g/\sqrt N$, and the golden rule gives

$$\Gamma_i=\frac{2\pi}{\hbar N}\sum_{\mathbf q,f}|g|^2\left[n\,\delta(\varepsilon_f-\varepsilon_i-\hbar\omega)+(n+1)\,\delta(\varepsilon_f-\varepsilon_i+\hbar\omega)\right],$$

where $n$ is the phonon occupation. Where $g=0$, both absorption and emission vanish, whatever the temperature.

## First derivation: the parity of the perturbation

Take first a sum of spherical atomic potentials, centred at $\mathbf X_{\kappa\mathbf R}+\mathbf u_{\kappa\mathbf R}$. The kinetic energy is unchanged by $M$. A function of position transforms as $M F(\mathbf r)M^\dagger=F(S\mathbf r)$. Since $S^2=1$, one atomic term becomes

$$v_\kappa(S\mathbf r-\mathbf X_{\kappa\mathbf R}-\mathbf u_{\kappa\mathbf R})
=v_\kappa\big(S[\mathbf r-S\mathbf X_{\kappa\mathbf R}-S\mathbf u_{\kappa\mathbf R}]\big)
=v_{\kappa'}(\mathbf r-\mathbf X_{\kappa'\mathbf R}-S\mathbf u_{\kappa\mathbf R}).$$

The last step uses the spherical shape of $v_\kappa$, the identity $S\mathbf X_{\kappa\mathbf R}=\mathbf X_{\kappa'\mathbf R}$, and the fact that an atom and its image are of the same species. The result is the potential of atom $\kappa'$ displaced by $S\mathbf u_{\kappa\mathbf R}$. Summed over atoms,

$$M\,H[u]\,M^\dagger=H[Mu].$$

This covariance also holds for non-local pseudopotentials built from the atoms, and for a self-consistent mean field, provided the electronic ground state follows the symmetry of the atomic arrangement.

Replace $u$ by $su$, differentiate at $s=0$, and use $Mu=-u$ with the linearity of $V$:

$$M\,V[u]\,M^\dagger=V[Mu]=V[-u]=-V[u].$$

Since $M$ acts on displacements as a real matrix, this holds for the real and imaginary parts separately, and so for a complex phonon pattern. Now insert $M^\dagger M=1$ on both sides of $V$:

$$\langle f|V|i\rangle=\langle f|M^\dagger\,(MVM^\dagger)\,M|i\rangle
=-\langle Mf|V|Mi\rangle=-m_f^*m_i\,\langle f|V|i\rangle .$$

The complex conjugate appears because $f$ stands in the bra. Therefore

$$(1+m_f^*m_i)\,\langle f|V|i\rangle=0 .$$

For equal eigenvalues $m_f^*m_i=|m_i|^2=1$. The bracket is 2, and $\langle f|V|i\rangle=0$, as was to be proved. For opposite eigenvalues the bracket is zero and the mirror places no restriction on the coupling.

For a local potential the meaning is visible in the integral

$$\langle f|V|i\rangle=\int\psi_f^*(\mathbf r)\,\delta V(\mathbf r)\,\psi_i(\mathbf r)\,d^3r .$$

A flexural wave makes $\delta V$ opposite at mirrored points above and below the sheet. The product $\psi_f^*\psi_i$ is the same at both points when the parities agree, so the two halves of the integral cancel.

## Second derivation: the symmetry of the displaced crystal

The second route asks what symmetry survives when the wave is frozen into the lattice with finite amplitude. A standing flexural wave destroys the mirror, because crests become troughs. A shift by half a wavelength turns them back.

Suppose there is a lattice vector $\mathbf L$ with $\mathbf q\cdot\mathbf L=\pi$, up to a multiple of $2\pi$. Take either of the real patterns

$$u^{c}=\mathrm{Re}\,u,\qquad u^{s}=\mathrm{Im}\,u .$$

Shifting the pattern by $\mathbf L$ replaces $e^{i\mathbf q\cdot\mathbf R}$ by $e^{i\mathbf q\cdot(\mathbf R-\mathbf L)}=-e^{i\mathbf q\cdot\mathbf R}$, so both patterns change sign. They also change sign under the mirror. The glide $G=MT_{\mathbf L}$, where $(T_{\mathbf L}\psi)(\mathbf r)=\psi(\mathbf r-\mathbf L)$, leaves them unchanged. Hence, for every amplitude $s$,

$$G\,H[su^{c,s}]\,G^\dagger=H[su^{c,s}] .$$

Bloch states of the undisplaced crystal obey $T_{\mathbf L}|\mathbf k\rangle=e^{-i\mathbf k\cdot\mathbf L}|\mathbf k\rangle$. The glide eigenvalues of the two states are therefore

$$G|i\rangle=m_ie^{-i\mathbf k\cdot\mathbf L}|i\rangle,\qquad
G|f\rangle=m_fe^{-i(\mathbf k+\mathbf q)\cdot\mathbf L}|f\rangle=-m_fe^{-i\mathbf k\cdot\mathbf L}|f\rangle .$$

If $m_f=m_i$, these eigenvalues differ by a sign. An operator that commutes with $G$ cannot connect states with different eigenvalues of $G$, so

$$\langle f|H[su^{c}]|i\rangle=\langle f|H[su^{s}]|i\rangle=0\quad\text{for every }s .$$

Differentiating at $s=0$ gives $\langle f|V[u^c]|i\rangle=\langle f|V[u^s]|i\rangle=0$, and the combination $V[u]=V[u^c]+iV[u^s]$ gives $g=0$.

When does $\mathbf L$ exist? Let $P$ be the smallest positive integer for which $P\mathbf q$ is a reciprocal lattice vector. As $\mathbf L$ runs over the lattice, $\mathbf q\cdot\mathbf L$ takes all multiples of $2\pi/P$, modulo $2\pi$. The value $\pi$ is among them if $P$ is even. Such wavevectors lie arbitrarily close to any $\mathbf q$. The result extends to the remaining wavevectors by continuity, wherever the states, the mode and $V$ vary continuously with $\mathbf q$.

This route also predicts an energy gap. Suppose $i$ and $f$ have equal energy $E$, and that $\mathbf q$ and $-\mathbf q$ are inequivalent. The standing wave $s\,\mathrm{Re}\,u$ contains the wave of wavevector $\mathbf q$ with weight one half, so to leading order the pair is described by

$$\begin{pmatrix}E&sg^*/2\\ sg/2&E\end{pmatrix},\qquad E_\pm=E\pm\tfrac12 s|g| ,$$

and the gap is $s|g|$. An even phonon can open it. For a flexural wave and equal parities the two states carry different glide labels and cannot repel.

## A three-plane sheet in numbers

The model sheet has a square lattice with $a=3.0$ Å, an atom M at the origin, and atoms X at $(a/2,a/2,\pm1.5\text{ Å})$. Each atom is a Gaussian well that moves rigidly with it, and central springs join near neighbours. The parameters are round numbers standing for no particular material, and electron–electron interaction and screening are left out. They are listed in the numerical output.

The phonon has $\mathbf q=(\pi/2a,0)$, so $\mathbf L=(2a,0)$. The electron goes from $\mathbf k=(-0.262,0.209)$ Å⁻¹ to $(0.262,0.209)$ Å⁻¹. The lowest band is even and has energy $-7.334$ eV at both points, so the scattering is elastic if the phonon energy of 8.49 meV is neglected. The selection rule itself does not use this equality.

Of the nine phonon modes four are odd. They are combinations of four motions: M along $z$, the X atoms together along $z$, and the X atoms in opposition along $x$ or $y$. The other five are even. The lowest odd mode has these zero-point amplitudes: M moves 0.0407 Å along $z$, and each X moves 0.0312 Å along $z$ and 0.0189 Å along $x$, in opposite $x$ directions on the two faces. The share of $z$ motion, weighted by mass, is

$$\frac{100(0.0407)^2+60(0.0312)^2}{100(0.0407)^2+60(0.0312)^2+60(0.0189)^2}
=\frac{0.2241}{0.2455}=0.913 .$$

The rest is the rocking of a bent plate. A thin plate would give $|u_x/u_z|=qh=0.524\times1.5=0.79$ at height $h$; the model gives $0.0189/0.0312=0.61$. The wavelength of four cells is too short for the thin-plate estimate to be accurate, but the mode is odd all the same.

The couplings were obtained by moving the atoms and differencing the potential, with no parity rule put in. Among the eight lowest states at each wavevector (three bound to the sheet, the rest vacuum states of the periodic box, all with definite parity), the largest equal-parity flexural coupling is $3\times10^{-12}$ meV, which is rounding error. From the lowest even state to the lowest odd one, $|g|=73.5$ meV. The perturbation is thus strong, and the coupling vanishes within the band because of symmetry.

The even mode called breathing here has $|g|=77.4$ meV within the lowest band. In it the two X planes move against each other along $z$ and together along $x$, with equal amplitudes in the two directions, while M stays at rest. Striking out every phonon that moves atoms along $z$ would discard this coupling wrongly.

The frozen waves confirm the second derivation. A breathing wave with $s=0.2$ should open a gap of $0.2\times77.44=15.49$ meV, and diagonalization of the four-cell crystal gives 15.49 meV. A flexural wave ten times larger in scale, $s=2$, gives no gap at the printed precision. The glide forbids repulsion, but a further symmetry is needed to keep the two levels equal. It is time reversal combined with $y\to-y$, which takes $(-\pi/4a,k_y)$ to $(\pi/4a,k_y)$. The frozen wave respects it, since the mode has no motion along $y$: with $\mathbf q$ along $x$, a non-degenerate mode is even or odd under $y\to-y$, and one with $z$ motion of M must be even.

## Where the rule stops

**Broken mirror.** A substrate, a perpendicular field, static ripples or unequal faces remove the premise. Let $\eta$ measure a weak asymmetry. The electronic states and the phonon pattern then acquire opposite-parity parts of order $\eta$, and so does $V$. Hence $g=c\,\eta$ to leading order, and the rate grows as $\eta^2$. In the model, the wells of the two X planes were scaled by $1\pm\eta$ with the phonon pattern held fixed, so the numbers leave out the phonon's own response. The coupling is 0.377 meV at $\eta=0.02$ and 0.754 meV at $\eta=0.04$. The ratio is 2.00, and that of the squares is 4.01.

A small coupling is not automatically negligible. For $k_BT\gg\hbar\omega$, absorption and emission together carry the mean-square amplitude

$$\frac{\hbar}{2m\omega}(2n+1)\approx\frac{\hbar}{2m\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{k_BT}{m\omega^2},$$

which becomes large for soft modes. Whether the coupling itself falls at long wavelength depends on what breaks the mirror. If the asymmetry belongs to the sheet and moves with it, as with unequal faces, a uniform shift leaves the electron energies unchanged, and the coupling per unit displacement within a band tends to zero. A gate field or a substrate that stays in place is different. In a fixed perpendicular field $\mathcal E$, lifting the sheet by $u_z$ changes the energy of an electron by $e\mathcal E u_z$ in magnitude, so before screening by the carriers the coupling per unit displacement tends to $e\mathcal E$, not to zero. In an asymmetric sheet the balance has to be computed.

**Second order.** Let $W[u]$ be the second derivative of $H[su]$ at $s=0$. It is quadratic in $u$, so for an odd mode

$$M\,W[u]\,M^\dagger=W[-u]=W[u].$$

This operator is even and can act within a band. For the frozen flexural wave its expectation value in the lowest even state is 3.94 meV, an energy shift of $\tfrac12\times3.94=1.97$ meV at $s=1$. Two first-order steps through an odd intermediate state contribute at the same order. The path through the lowest odd state at $\mathbf k+\mathbf q$, which lies $7.334-2.902=4.432$ eV higher, gives

$$-\frac{(73.47/2)^2}{4432}\text{ meV}=-0.30\text{ meV}.$$

Other paths, through higher odd states at both $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$, have the same sign and together outweigh this one, so the net shift is well below $1.97-0.30$ meV. For a uniform shift the direct and virtual parts must cancel, since the energy cannot change. In a basis fixed in space, as here, both parts are separately non-zero, so a two-phonon calculation that keeps only one of them is unreliable at long wavelength; with orbitals that move with the atoms the split is different. In a real sheet two flexural phonons also drive an even in-plane displacement through the anharmonicity of the lattice, which enters at the same order and is left out here.

**Spin–orbit coupling.** The mirror is inversion times a half-turn about $z$, so on spin it acts as $-i\sigma_z$. Then $M^2=-1$ and $m=\pm i$. Both derivations used $|m|=1$ and nothing more about $m$, so the rule stands for equal eigenvalues. What changes is the meaning of "intraband". Time reversal $\Theta$ commutes with $M$ and is antiunitary, so

$$M\,\Theta|\psi\rangle=\Theta\,m|\psi\rangle=m^*\,\Theta|\psi\rangle .$$

The partner at $-\mathbf k$ has the opposite eigenvalue, and one band can contain both. In the model, which also has inversion symmetry, the lowest band is a degenerate pair with opposite eigenvalues at each $\mathbf k$. With a chosen spin–orbit strength of 0.02 Å², the flexural coupling is zero to rounding between equal eigenvalues and 0.0035 meV between opposite ones. The second value shows that the process is allowed; it does not estimate its size in a real material.

Magnetic order must be checked too. A uniform magnetization along $z$ is unchanged by the mirror, while a uniform in-plane one is reversed and breaks it. If the two faces carry opposite moments, the conclusions are exchanged: moments along $z$ break the mirror and in-plane moments keep it. These statements concern the mirror acting on spin as well. Without spin–orbit coupling the direction of the moments cannot change the scattering. A uniform magnetization in any direction leaves the purely spatial mirror intact, and the rule holds with $m=\pm1$. Opposite moments on the two faces make the faces unequal for each spin, in any direction. When they lie in the plane, the band is a degenerate pair with opposite eigenvalues, and the coupling between the two members is allowed and need not be small.

## What each derivation assumes

Both derivations need a mirror-symmetric equilibrium state, a Hamiltonian that follows the atoms covariantly, and a mirror-odd phonon. They differ in the rest.

The first needs the derivative of $H$ at zero displacement and no more. It does not need a standing wave, a commensurate wavelength or even a periodic pattern: any odd displacement field will do, including a local one. It also settles all pairs of states at once. Its conclusion concerns the linear term and says nothing about finite amplitude.

The second needs a real standing wave and a lattice vector equal to half a period, with continuity to reach the other wavevectors. In return, it holds at finite amplitude for the pair $\mathbf k$, $\mathbf k+\mathbf q$, and it turns the rule into a statement about energy levels that a frozen-phonon calculation can check without any coupling code. It does not exclude two-phonon scattering. Two phonons of the same wave can connect $\mathbf k$ to $\mathbf k+2\mathbf q$, where states of equal parity have the same glide eigenvalue again, and two phonons of different wavevectors need not preserve any glide.

For the mobility calculation the decision follows. Determine the mirror eigenvalues of the states and the parity of each mode. Where states or modes are degenerate, first combine them into ones with a definite mirror eigenvalue, because a code may return mixtures. If the atoms, the magnetic order and any applied field all respect the mirror, set the one-phonon flexural couplings between equal eigenvalues to zero, and treat non-zero values as numerical error. Keep the couplings between opposite eigenvalues and those of even modes. If the device environment breaks the mirror, compute the flexural couplings in that environment.

## Values computed for the example and the checks

```
lattice constant 3.0 A, X height 1.5 A, z period 15.0 A
well depths M, X: 20.0, 15.0 eV
well widths M, X: 0.8, 0.7 A
masses M, X: 100, 30 u
springs M-X, others: 5.0, 2.0 eV/A^2
plane-wave cutoff 4.5 1/A, waves at k: 199
phonon q_x = 0.5236 1/A
electron k = (-0.2618, 0.2094) 1/A
number of odd, even phonon modes: 4, 5
flexural phonon energy 8.49 meV
breathing phonon energy 38.55 meV
flexural mode: weight of z motion at q 0.913
long-wave flexural mode: weight of rigid z shift 0.99985
flexural zero-point amplitudes |u_x|, |u_z| in A:
  M: 0.0000, 0.0407
  X top: 0.0189, 0.0312
  X bottom: 0.0189, 0.0312
lowest even state at k, k+q: -7.3342, -7.3342 eV
lowest odd state at k, k+q: -2.9017, -2.9017 eV
states compared at each wavevector: 8
flexural, largest equal-parity |g|: 2.9e-12 meV
flexural, largest opposite-parity |g|: 73.470 meV
flexural, lowest even to lowest odd |g|: 73.470 meV
breathing, lowest even band |g|: 77.444 meV
second-order operator, even state: 3.9363 meV
second-order operator, even to odd: 1.5e-13 meV
unequal faces eta=0.02: |g| = 0.37674 meV
unequal faces eta=0.04: |g| = 0.75431 meV
ratio of |g|: 2.0022, of |g|^2: 4.0089
spin-orbit strength 0.02 A^2
spin-orbit, equal mirror eigenvalue |g|: 1.3e-14 meV
spin-orbit, opposite eigenvalue |g|: 0.00347 meV
mirror label of state, of its time reverse: 1, -1
frozen flexural wave, scale 2.0: gap 0.0e+00 meV
frozen breathing wave, scale 0.2: gap 15.4886 meV
breathing gap predicted from |g|: 15.4887 meV
```
